# The 1 − cos θ weight and magnetic scattering in a Rashba gas

**Comment on the treatment of anisotropic scattering**

The manuscript computes the conductivity of a two-dimensional Rashba gas with magnetic impurities from

$$\frac1{\tau(\mathbf k)}=\sum_{\mathbf k'}w(\mathbf k,\mathbf k')(1-\cos\theta),\qquad \sigma_{ii}=e^2\sum_{\mathbf k}\delta(E-\varepsilon_{\mathbf k})\,v_i^2\,\tau(\mathbf k),$$

where $\theta$ is the angle between the two velocities. It argues that the result solves the linear Boltzmann equation exactly, because scattering is elastic and $w$ keeps its full dependence on both states. Does it? The model allows a definite answer, since its integral equation can be solved in closed form.

**What the weight assumes**

For electrons of charge $-e$, write $f-f_0=e f_0'\,\boldsymbol{\mathcal E}\cdot\boldsymbol\Lambda$, with $\boldsymbol{\mathcal E}$ the electric field and $f_0'=\partial f_0/\partial\varepsilon$. The drift term is $-e f_0'\,\boldsymbol{\mathcal E}\cdot\mathbf v$ and the collision term is $\sum w(f'-f)$. Equating them gives

$$\mathbf v=\sum_{\mathbf k'}w(\mathbf k,\mathbf k')(\boldsymbol\Lambda-\boldsymbol\Lambda'),\qquad \sigma_{ij}=e^2\sum_{\mathbf k}\delta(E-\varepsilon_{\mathbf k})\,v_i\Lambda_j .$$

Sums are per unit area and the temperature is low. Insert $\boldsymbol\Lambda=\tau\mathbf v$ with the manuscript's $\tau$. For equal speeds the equation holds only if

$$\sum w\,\tau'\mathbf v'=\tau\,\mathbf v\sum w\cos\theta .$$

On one circle with $w=w(\theta)$ even, $\tau'=\tau$ and the part of $\mathbf v'$ transverse to $\mathbf v$ cancels, so the recipe is exact. In general, electrons arriving from $\mathbf k'$ carry the path of $\mathbf k'$, which the recipe replaces by that of $\mathbf k$.

**The Rashba kernel**

Take $H=\hbar^2k^2/2m+\alpha(k_y\sigma_x-k_x\sigma_y)$ with $\alpha>0$ and $E>0$, above the band crossing. The bands $s=\pm1$ have $\varepsilon_s=\hbar^2k^2/2m+s\alpha k$. With $k_R=m\alpha/\hbar^2$ and $q=\sqrt{k_R^2+2mE/\hbar^2}$, the Fermi circles are $k_s=q-sk_R$. Both have $\hbar v=\hbar^2k_s/m+s\alpha=\hbar^2q/m$, so the speeds are equal. The total density of states is $N=\sum_s k_s/(2\pi\hbar v)=m/(\pi\hbar^2)$, and the band weights are

$$p_s=\frac{k_s}{2q}=\frac{1-s\eta}2,\qquad \eta=\frac{k_R}{q}=\frac{\alpha}{\hbar v},\qquad \langle s\rangle=-\eta .$$

Here $\langle\cdots\rangle$ averages over bands with $p_s$ and uniformly over the angle $\varphi$ of $\mathbf k$. The spin direction is $\mathbf S=s(\sin\varphi,-\cos\varphi)$.

Let static impurities $V=(a+b\sigma_x)\delta(\mathbf r)$ have moments along $\pm x$, and use the Born approximation without interband coherence. With $P=(1+\mathbf S\cdot\boldsymbol\sigma)/2$, the squared matrix element is

$$\mathrm{Tr}(PVP'V)=\tfrac{a^2}2(1+\mathbf S\cdot\mathbf S')+\tfrac{b^2}2(1+S_xS_x'-S_yS_y')+ab(S_x+S_x').$$

The second term follows because $\sigma_xP'\sigma_x$ reverses $S_y'$, the third because $\sigma_xP'+P'\sigma_x=\sigma_x+S_x'$. Sum over impurity species of density $n_i$: $A=\sum n_ia^2$, $B=\sum n_ib^2$, $C=\sum n_iab$. Then

$$\sum_{\mathbf k'}wF'=\Gamma_0\big\langle[1+S_xS_x'+d\,S_yS_y'+c(S_x+S_x')]F'\big\rangle',$$

$$\Gamma_0=\frac{\pi N(A+B)}\hbar,\quad d=\frac{A-B}{A+B},\quad c=\frac{2C}{A+B}.$$

**Solution of the integral equation**

For each component define $X_0=\langle\Lambda\rangle$, $X_1=\langle S_x\Lambda\rangle$, $X_2=\langle S_y\Lambda\rangle$. A constant added to $\Lambda$ drops out of the equation and carries no current, so choose $X_0=0$:

$$(1+cS_x)\Lambda=\frac{v_i}{\Gamma_0}+(S_x+c)X_1+d\,S_yX_2 .$$

Let $R=\sqrt{1-c^2}$ and let $K_n$ be the angular mean of $\sin^n\varphi/(1+c\sin\varphi)$. Then $K_0=1/R$. Since $K_0+cK_1=1$ and $K_1+cK_2=0$,

$$K_2=\frac{K_0-1}{c^2}=\frac1{R(1+R)},\quad K_1=-cK_2,\quad K_0-K_2=\frac1{1+R}.$$

The same means hold in each band with $S_x$ in place of $\sin\varphi$.

*Current along the moments.* The mirror $\varphi\to\pi-\varphi$ reverses $v_x$ and $S_y$ but not $S_x$, so $X_1=0$ and

$$\Lambda_x=\cos\varphi\,\frac{v/\Gamma_0-s\,d\,X_2}{1+cS_x}.$$

Multiplying by $S_y=-s\cos\varphi$ and averaging gives $X_2=(\eta v/\Gamma_0+dX_2)/(1+R)$, hence $X_2=(\eta v/\Gamma_0)/(1+R-d)$. With $\sigma_0=e^2Nv^2/\Gamma_0$,

$$\sigma_{xx}=e^2N\langle v_x\Lambda_x\rangle=\frac{\sigma_0}{1+R}\left[1+\frac{d\,\eta^2}{1+R-d}\right].$$

*Current across the moments.* Now $v_y=v\,sS_x$ and $X_2=0$. Averaging $S_x\Lambda_y$ gives

$$X_1=-\eta K_2\frac v{\Gamma_0}+X_1(K_2+cK_1),\qquad K_2+cK_1=R^2K_2=\frac R{1+R},$$

so $X_1=-\eta v/(R\Gamma_0)$. The choice $X_0=0$ is consistent: $\langle\Lambda_y\rangle=-\eta K_1v/\Gamma_0+X_1(K_1+cK_0)$, whose terms are $\pm\eta c\,v/[\Gamma_0R(1+R)]$ and cancel. The conductivity is

$$\sigma_{yy}=\sigma_0K_2-e^2Nv\,\eta X_1\frac R{1+R}=\sigma_0\frac{1+R\eta^2}{R(1+R)} .$$

It diverges as $R\to0$, where one spin direction stops scattering. Other scattering must then be included.

**Purely magnetic impurities**

For $a=0$ one has $d=-1$, $c=0$, $R=1$, whatever the signs of the moments. The paths become

$$\Lambda_x=\frac{v_x}{\Gamma_0}\Big(1+\frac{s\eta}3\Big),\qquad \Lambda_y=\frac{v_y}{\Gamma_0}(1-s\eta).$$

The factors differ for $\eta\ne0$, so $\boldsymbol\Lambda$ is not parallel to $\mathbf v$. Adding a constant vector cannot repair this: parallelism at $\varphi=0$ and $\varphi=\pi/2$ forces both its components to vanish. No scalar $\tau(\mathbf k)$, however computed, solves the equation. The conductivities are

$$\sigma_{xx}=\frac{\sigma_0}2\Big(1-\frac{\eta^2}3\Big),\qquad \sigma_{yy}=\frac{\sigma_0}2(1+\eta^2).$$

For the manuscript's recipe, $\langle S_x'\cos\theta\rangle'=-\tfrac\eta2\sin\varphi$ and $\langle S_y'\cos\theta\rangle'=\tfrac\eta2\cos\varphi$. Hence, for general $c$ and $d$,

$$\frac1{\tau}=\Gamma_0\Big[1+cs\sin\varphi+\frac{s\eta}2(\sin^2\varphi+d\cos^2\varphi)+\frac{c\eta}2\sin\varphi\Big].$$

In the magnetic case the bracket is $1-\tfrac{s\eta}2\cos2\varphi$. With $D=\sqrt{1-\eta^2/4}$, the angular mean of its inverse is $1/D$, and that of $\cos2\varphi$ times its inverse is $(2s/\eta)(1/D-1)$. Writing $\cos^2\varphi$ and $\sin^2\varphi$ as $(1\pm\cos2\varphi)/2$ and using $\langle s\rangle=-\eta$,

$$\sigma_{xx}^{\rm rec}=\frac{\sigma_0}2\Big(2-\frac1D\Big),\qquad \sigma_{yy}^{\rm rec}=\frac{\sigma_0}2\Big(\frac3D-2\Big).$$

Define the anisotropy $\mathcal A=(\sigma_{xx}-\sigma_{yy})/(\sigma_{xx}+\sigma_{yy})$. At small $\eta$ the solution gives $-2\eta^2/3$, while the recipe gives $-2(1-D)\approx-\eta^2/4$, too small by a factor $8/3$.

**Scalar impurities as a second case**

Anisotropic scatterers are not needed for the failure. With $b=0$ ($d=1$, $c=0$), the solution is $\sigma=(\sigma_0/2)(1+\eta^2)$. Since the electron density is $n=(k_+^2+k_-^2)/4\pi=q^2(1+\eta^2)/2\pi$, this equals $ne^2/(m\Gamma_0)$. The recipe has $1/\tau_s=\Gamma_0(1+s\eta/2)$ and gives

$$\frac{\sigma_0}2\sum_s\frac{p_s}{1+s\eta/2}=\frac{\sigma_0}2\,\frac{1+\eta^2/2}{1-\eta^2/4}.$$

Each circle is isotropic, but their mean free paths differ, and scattering between them mixes those paths.

**Size of the error**

Take $m=0.1\,m_e$, $\alpha=0.35$ eV nm, $E=0.1$ eV, impurity density $0.05$ nm$^{-2}$ and $b=0.1$ eV nm². The Fermi wave numbers are 0.229 and 1.147 nm$^{-1}$, so $q=0.688$ nm$^{-1}$ and $\eta=0.459/0.688=0.667$. With $N=0.4177$ eV$^{-1}$ nm$^{-2}$,

$$\hbar\Gamma_0=\pi(0.4177)(0.05)(0.1)^2\ \text{eV}=0.656\ \text{meV},$$

and $\sigma_0=42.6$ mS. For purely magnetic impurities:

| | Solution | Recipe |
|---|---:|---:|
| $\sigma_{xx}$ (mS) | 18.1 | 20.0 |
| $\sigma_{yy}$ (mS) | 30.8 | 25.2 |
| $\mathcal A$ | −0.259 | −0.115 |

Relative to the solution, the recipe is 10% high along the moments and 18% low across them. The solution's mobilities $\sigma/(ne)$ are about 10 400 and 17 600 cm²/Vs. For scalar impurities of equal strength the recipe gives 0.952 of the correct conductivity.

Replacing the weight by $1-v_i'/v_i$ for field direction $i$ does not rescue the argument. In the magnetic case the rates become $\Gamma_0(1\mp s\eta/2)$, upper sign for $x$, and averaging $\tau$ with $p_s$ gives $(\sigma_0/2)(1\mp\eta^2/2)/(1-\eta^2/4)$. The anisotropy is then −0.223, closer but still wrong.

Now keep $b$ and the density fixed, add $a=b/2$ and polarise all moments, so that $d=-0.6$ and $c=0.8$. The solution gives 18.7 and 45.0 mS, the recipe 20.0 and 40.3 mS. The recipe's $\sigma_{xx}$ has not moved from its purely magnetic value, and this is no accident. For one polarised species let $Z=a+be^{i\vartheta}=|Z|e^{i\psi}$ with $\cos\vartheta=s\sin\varphi$. Then $b^2\cos^2\varphi=|Z|^2\sin^2\psi$, and the rate above becomes

$$\frac\hbar\tau=\pi Nn_i|Z|^2\Big[1+\frac{s\eta}2-s\eta\sin^2\psi\Big].$$

Thus $\tau\cos^2\varphi$ depends on $a$ only through $\psi$. With $z=e^{i\vartheta}$, $e^{2i\psi}=z(a+bz)/(b+az)$. For $|a|<|b|$ this is analytic in the unit disc and zero at its centre, so all its positive powers average to zero, as for uniformly distributed $\psi$. The recipe's $\sigma_{xx}$ is therefore independent of $a$ in this range. The true one is not.

**Relation to a real layer**

The band parameters are round values in the rough regime of a strongly Rashba-split electron layer at a BiTeI surface; the impurity strength is assumed. The mobilities are far above what is typical of such material: the assumed impurities are weak, and other disorder has been left out. If ordinary short-range scalar scatterers contribute ten times the magnetic rate, then $d=9/11$, and $\mathcal A$ falls to −0.050, against −0.019 from the recipe. Long-range charged defects, warping and nonparabolic bands would change these numbers further and are not estimated here.

Some other omissions can be estimated. At 1 K and with 5 T applied along the moments, for spin-5/2 moments and an assumed electron $g$-factor of 10, the mean exchange and Zeeman terms, if they have the same sign, give a spin splitting of 12.9 meV (7.1 meV if they oppose), against a Rashba splitting of 160 meV at the inner circle. Including them changes the purely magnetic conductivities by less than 0.01% and the mixed ones by 1.5% and 2.3% (0.8% and 1.2% if the terms oppose). Repeated scattering from one impurity, with a 1 eV band cutoff, changes the purely magnetic values by about 0.4%, but the mixed ones by about 5% along the moments and 2% across them; for cutoffs between 0.5 and 10 eV the mixed corrections range from 2% to 14% along and from 1% to 5% across, while the purely magnetic ones stay within about 0.5% in magnitude. The estimated spin-flip rate is 0.2% of the static rate at the Fermi level and about 0.65% when averaged over the thermal window.

**Recommendation**

The claim of exactness should be withdrawn and the conductivities recomputed from the integral equation. The recipe's paths can still serve as a trial function $\Lambda_t$. Write $(f,g)=\sum\delta(E-\varepsilon)fg$ and $\mathcal C\Lambda=\sum w(\Lambda-\Lambda')$. In Born approximation $w$ is symmetric, so $\mathcal C$ is symmetric and $(f,\mathcal Cf)\ge0$. As $v_i=\mathcal C\Lambda_i$, the Cauchy–Schwarz inequality gives

$$\sigma_{ii}\ge e^2\frac{(v_i,\Lambda_t)^2}{(\Lambda_t,\mathcal C\Lambda_t)} .$$

For the magnetic example these lower bounds are 0.827 and 1.315 in units of $\sigma_0/2$, below the solution's 0.851 and 1.446. The recipe's direct value for $\sigma_{xx}$, 0.939, lies above the solution and so is not a lower bound. The remaining values are in the numerical output.

## Numbers as computed

```
INPUT mass 0.10 m_e, alpha 0.35 eV nm, E 0.10 eV
INPUT impurities 0.05 nm^-2, b 0.10 eV nm^2
largest relative error of exact formulas: 1.6e-15
weak-coupling anisotropy, exact/recipe: 2.6662
Rashba wave number k_R: 0.4593 nm^-1
Fermi wave numbers upper, lower band (nm^-1): 0.2288, 1.1474
eta: 0.6675
hbar v: 0.5243 eV nm
speed v: 7.966e+05 m/s
density of states N: 0.4177 eV^-1 nm^-2
electron density: 1.089e+13 cm^-2
hbar Gamma0: 0.6562 meV
1/Gamma0: 1.0031 ps
length v/Gamma0: 799.0 nm
sigma0: 42.599 mS
PURELY MAGNETIC; pairs are xx, yy (x = moment axis)
exact / (sigma0/2): 0.8515, 1.4456
1-cos recipe / (sigma0/2): 0.9392, 1.1825
field-direction variant / (sigma0/2): 0.8746, 1.3761
variational bound / (sigma0/2): 0.8273, 1.3149
exact conductivity (mS): 18.136, 30.791
recipe conductivity (mS): 20.004, 25.187
exact mobility (cm2/Vs): 10392, 17643
recipe mobility (cm2/Vs): 11462, 14432
recipe error (percent): 10.30, -18.20
anisotropy (xx-yy)/(xx+yy), exact, recipe: -0.2587, -0.1147
anisotropy, field-direction variant: -0.2228
path factor x, upper and lower band: 1.2225, 0.7775
path factor y, upper and lower band: 0.3325, 1.6675
SCALAR impurities, recipe/exact: 0.9519
POLARISED MIXED, a 0.05 eV nm^2; d -0.60, c 0.80
mixed exact conductivity (mS): 18.711, 44.990
mixed recipe conductivity (mS): 20.004, 40.250
mixed anisotropy exact, recipe: -0.4125, -0.3360
NEGLECTED EFFECTS at 1 K, 5 T, g_el 10, S 2.5, width 3 nm
mean exchange n b: 5.00 meV
exchange plus Zeeman field: 6.45 meV
Rashba splitting at inner circle: 160.1 meV
field effect, magnetic (percent): -0.00, -0.00
field effect, mixed (percent): 1.49, 2.26
b*G local, real and imaginary: -0.0234, -0.0656
beyond Born, cutoff 1 eV (percent): 0.43, 0.40
impurity Zeeman gap / kT: 6.72
spin-flip rate / static rate: 0.0019
kT / E: 8.62e-04
hbar Gamma0 / inner splitting: 4.10e-03
inner k times v/Gamma0: 182.8
diamagnetic shift: 0.0165 meV
anisotropy with 10x scalar background, exact, recipe: -0.0498, -0.0186
```
